\section*{Why slab surface energies drift with thickness, and two cures}

\section{A surface energy that turns negative}

A model metal slab of 24 layers has a surface energy of 93 meV per surface cell when its bulk energy is taken from a separate calculation. At 40 layers the value is 43 meV, and at 60 layers it is $-19$ meV, as if the crystal gained energy by being cut. The value obtained with a bulk energy sampled like the slab is 168 meV. Yet the separate bulk energy differs from the one the slab requires by only 0.3\% of its magnitude.

The surface energy per in-plane cell of a slab with two identical faces is
\begin{equation}
\gamma_N=\tfrac12\left(F_N-N e_{\rm ref}\right),
\label{eq:def}
\end{equation}
where $F_N$ is the energy of $N$ layers per in-plane cell and $e_{\rm ref}$ is the bulk energy per layer. The factor $\tfrac12$ shares the excess between the faces. Four contributions to the error of $\gamma_N$ are treated here: a mismatch of bulk energies, the finite thickness, noise in the slab energies, and the in-plane sampling error of the surface energy itself. The first causes the linear drift. Calculations on real slabs have further sources of error, such as the vacuum width, relaxation and the smearing, which are not weighed here.

\section{Model and conventions}

The crystal is simple cubic with one $s$ orbital per site, nearest-neighbour hopping $-t$ and two spins. The slab has unrelaxed (001) faces, and there is no self-consistent potential. Wave vectors are in units of the inverse lattice constant. The parameters are $t=1$ eV, $k_BT=0.1$ eV and a lattice constant of 3 \AA; no material is implied. ``Energy'' means the Fermi--Dirac free energy.

The in-plane mesh is $n\times n$, centred at $\Gamma$, with $n=6$ for the slabs. It represents a definite finite system: the waves with $k_x=2\pi m/6$ are those that are periodic over six cells. The mesh is therefore equivalent to a periodic $6\times6$ supercell at $\Gamma$. A three-layer supercell, diagonalized in real space, passes this test. Adding layers leaves the in-plane sampling unchanged.

At a given in-plane point the layers form a chain with site energy $\varepsilon_\parallel=-2t(\cos k_x+\cos k_y)$. Inserting $\psi_l=\sin(k_zl)$ gives
\begin{equation}
-t(\psi_{l-1}+\psi_{l+1})=-2t\cos k_z\,\psi_l .
\end{equation}
The missing layers outside the slab require $\psi_0=\psi_{N+1}=0$, so that
\begin{equation}
\varepsilon=\varepsilon_\parallel-2t\cos k_z,\qquad
k_z=\frac{\pi j}{N+1},\quad j=1,\dots,N .
\label{eq:levels}
\end{equation}

With one electron per site the chemical potential is zero. Shifting $k_x$ and $k_y$ by $\pi$ maps an even mesh onto itself and reverses $\varepsilon_\parallel$, while $j\to N+1-j$ reverses $\cos k_z$. Levels thus come in pairs $\pm\varepsilon$. Since $f(\varepsilon)+f(-\varepsilon)=1$, where $f$ is the Fermi function, the $2N$ spin states per cell hold $N$ electrons at $\mu=0$. Then $F=\Omega+\mu N_e=\Omega$, and each spatial level contributes
\begin{equation}
g(\varepsilon)=-2k_BT\ln\left(1+e^{-\varepsilon/k_BT}\right),
\qquad g'(\varepsilon)=2f(\varepsilon).
\label{eq:g}
\end{equation}

\section{Which bulk energy a slab contains}

Let $G(k_z)$ be the average of $g(\varepsilon_\parallel-2t\cos k_z)$ over the in-plane mesh. It is even and has period $2\pi$. By (\ref{eq:levels}), $F_N=\sum_{j=1}^{N}G(\pi j/(N+1))$.

Compare this with a periodic mesh of $M=2(N+1)$ points $2\pi m/M$. It contains $0$ and $\pi$ once each, and its other points form pairs $\pm\pi j/(N+1)$. Hence
\begin{equation}
\sum_{m=0}^{M-1}G\!\left(\frac{2\pi m}{M}\right)=G(0)+G(\pi)+2F_N .
\label{eq:pairs}
\end{equation}
Write $G(k)=\sum_m G_me^{-imk}$ with $G_m=\int_{-\pi}^{\pi}\frac{dk}{2\pi}G(k)e^{imk}$. Summed over the mesh, an exponential gives $M$ if $m$ is a multiple of $M$ and zero otherwise. The left side of (\ref{eq:pairs}) is therefore $M\sum_pG_{pM}$. Its $p=0$ term is $2(N+1)\langle G\rangle$, where $\langle G\rangle=G_0$ is the integral average over $k_z$. Solving for $F_N$ gives
\begin{equation}
F_N=Ne_s+2\gamma_s+\delta_N ,
\label{eq:form}
\end{equation}
with
\begin{align}
e_s&=\langle G\rangle, \label{eq:es}\\
2\gamma_s&=\langle G\rangle-\tfrac12\left[G(0)+G(\pi)\right], \label{eq:gs}\\
\delta_N&=2(N+1)\sum_{p\ge1}G_{2p(N+1)} . \label{eq:delta}
\end{align}
The last line uses $G_{-m}=G_m$.

Equation (\ref{eq:es}) identifies the bulk energy inside the slab: the in-plane mesh is that of the slab, but $k_z$ is fully integrated. Thickness refines the sampling along the normal and leaves the in-plane error in place. For self-consistent slabs the form (\ref{eq:form}) is an assumption here; for this model it is derived.

\section{First contribution: the bulk mismatch}

Inserting (\ref{eq:form}) into (\ref{eq:def}) gives
\begin{equation}
\gamma_N=\gamma_s+\frac N2(e_s-e_{\rm ref})+\frac{\delta_N}{2}.
\label{eq:drift}
\end{equation}
The surface term is counted once, while the bulk difference is counted once per layer. Any other difference proportional to $N$, such as one from unequal basis sets, would enter in the same way.

The separate reference uses a $12\times12\times12$ mesh. The predicted slope is
\begin{equation}
\frac{-2.011990+2.005731}{2}\ {\rm eV}=-3.13\ {\rm meV\ per\ layer},
\end{equation}
and the slab energies between $N=50$ and 60 give the same slope. With $\gamma_s=168.4$ meV, the value at $N=60$ is $168.4-60\times3.13=-19.4$ meV. The negative surface energy is thus explained by the mismatch.

A better bulk calculation alone is no cure. With a dense $48\times48$ in-plane mesh and converged $k_z$, the bulk energy is $-2.009533$ eV. Relative to it, $e_s$ is too low by 2.5 meV and $e_{\rm ref}$ is too high by 3.8 meV. In this example the $12\times12\times12$ mesh has the larger error, and the opposite signs make the two errors add in the difference. The dense reference would still leave a slope of $-2.5/2\approx-1.2$ meV per layer, because the slab keeps its own error.

Equal mesh numbers are no guarantee either. A $6\times6\times6$ bulk mesh matches the slab in the plane but samples $k_z$ at six points. Its energy, $-2.015406$ eV, gives a drift of $+1.71$ meV per layer. A $6\times6$ mesh with converged $k_z$ gives $e_s$ and removes the drift.

\section{Second contribution: finite thickness}

The remainder $\delta_N$ decides how thick the slabs must be. Take one in-plane point and integrate its Fourier coefficient by parts; the boundary terms cancel by periodicity:
\begin{equation}
G_m=-\frac1{im}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,
2f(\varepsilon)\frac{d\varepsilon}{dk}e^{imk}.
\end{equation}
Close the contour in the upper half plane. The vertical sides cancel by periodicity. On a top side at height $Y$, passing between poles, $d\varepsilon/dk$ grows as $e^{Y}$ and the exponential falls as $e^{-mY}$, so this side vanishes for $m\ge2$. The coefficients in (\ref{eq:delta}) have $m\ge4$.

The poles of $f$ lie at $\varepsilon=i\omega_l$ with $\omega_l=(2l+1)\pi k_BT$ for all integers $l$. Near each pole $f\simeq-k_BT/(\varepsilon-i\omega_l)$, so $f\,d\varepsilon/dk$ has residue $-k_BT$ in $k$. The equation $\varepsilon(k)=i\omega_l$ has two solutions $\pm k_l$ in the strip, and we take the one with ${\rm Im}\,k_l>0$. The residue theorem supplies a factor $2\pi i/2\pi=i$, hence
\begin{equation}
G_m=-\frac{1}{im}\,i\,(-2k_BT)\sum_l e^{imk_l}
=\frac{2k_BT}{m}\sum_l e^{imk_l}.
\end{equation}
In (\ref{eq:delta}) the prefactor $2(N+1)$ cancels against $m=2p(N+1)$ and leaves $1/p$. Using $\sum_{p\ge1}q^p/p=-\ln(1-q)$,
\begin{equation}
\delta_N=-2k_BT\sum_l\ln\left[1-e^{2i(N+1)k_l}\right],
\label{eq:poles}
\end{equation}
averaged over the in-plane mesh. This agrees with diagonalization in tests at $N=4$, 7, 12 and 20.

For the decay rate put $k_l=a+i\kappa$. The imaginary part of $\varepsilon_\parallel-2t\cos k_l=i\omega_l$ is $2t\sin a\sinh\kappa=\omega_l$. Since $|\sin a|\le1$ and $|\omega_l|\ge\pi k_BT$,
\begin{equation}
\sinh\kappa\ge\frac{\pi k_BT}{2t}.
\label{eq:kappa}
\end{equation}
Equality requires $\cos a=0$, hence $\varepsilon_\parallel=0$, which occurs on this mesh. The slowest factor $e^{-2\kappa}$ is 0.731 per layer. A smaller smearing makes the decay slower.

At such points $a=\pm\pi/2$, so the exponential in (\ref{eq:poles}) carries the sign $(-1)^{N+1}$. Of the 36 mesh points, 10 have $\varepsilon_\parallel=0$. Keeping their two nearest poles, $l=0$ and $-1$, to first order in the exponential gives
\begin{equation}
\delta_N\approx4k_BT\,\frac{10}{36}\,(-1)^{N+1}(0.731)^{N+1}.
\label{eq:lead}
\end{equation}
In this half-filled model the finite-thickness term alternates between even and odd slabs. The other mesh points modulate its size, strongly in thin slabs: at $N=8$ the estimate gives $-6.6$ meV and the actual value is $-2.9$ meV.

In thin slabs it can also hide the drift if only even thicknesses are computed. The separate reference gives 140.8 meV at $N=4$ and 141.9 meV at $N=8$, which looks converged, although the odd slabs between them give higher values. By (\ref{eq:drift}), $\delta_N/2$ changes from $-15.1$ to $-1.5$ meV between them, a rise of 13.6 meV, while the drift contributes $-12.5$ meV. The apparent convergence is a cancellation, and both values lie some 27 meV below $\gamma_s$.

\section{The Boettger increment}

The Boettger method takes the bulk energy from two successive slabs. From (\ref{eq:form}),
\begin{equation}
e_N=F_N-F_{N-1}=e_s+\delta_N-\delta_{N-1}.
\end{equation}
The surface terms cancel, and $e_s$ appears with the correct sampling. Therefore
\begin{align}
\gamma_N^{\rm B}&=\tfrac12(F_N-Ne_N)\nonumber\\
&=\gamma_s+\tfrac12\left[\delta_N-N\delta_N+N\delta_{N-1}\right]\nonumber\\
&=\gamma_s+\tfrac12\left[N\delta_{N-1}-(N-1)\delta_N\right].
\label{eq:boett}
\end{align}
No mismatch term remains. The price is that the finite-thickness terms are multiplied by about $N$. Convergence requires the bracket to vanish, which is stronger than $\delta_N\to0$. The exponential decay at fixed nonzero temperature is sufficient.

Surface energies in meV per cell are:
\begin{center}
\begin{tabular}{rrrr}
$N$ & separate & Boettger & fitted slope\\
12 & 129.6 & 204.8 & 166.8\\
13 & 128.3 & 144.9 & 168.6\\
23 & 96.4 & 166.6 & 167.8\\
24 & 93.2 & 169.9 & 167.7\\
60 & $-19.4$ & 168.4 & 166.7
\end{tabular}
\end{center}
At $N=12$ the increment is wrong by $+36$ meV relative to $\gamma_s$, and at $N=13$ by $-23$ meV. When $\delta_N$ alternates, the two terms in (\ref{eq:boett}) add. For $N=23$ and 24 the estimate (\ref{eq:lead}) gives errors of $-1.6$ and $+1.2$ meV; the actual ones are $-1.8$ and $+1.5$ meV. The alternation therefore comes mainly from the in-plane points with $\varepsilon_\parallel=0$.

\section{The Fiorentini--Methfessel fit}

The Fiorentini--Methfessel method fits $F_N=A+Ne$ by least squares to $M$ sufficiently thick slabs and uses the slope as bulk energy. With $\bar N$ the mean thickness, $\bar F$ the mean energy and $Q=\sum(N-\bar N)^2$, minimization gives
\begin{equation}
e_{\rm fit}=\frac1Q\sum_N(N-\bar N)F_N,\qquad
A=\bar F-\bar Ne_{\rm fit}.
\end{equation}
Insert (\ref{eq:form}). The constant drops out of the slope because $\sum(N-\bar N)=0$, and the linear term gives $e_s$ because $\sum(N-\bar N)N=Q$. Thus
\begin{align}
e_{\rm fit}&=e_s+\frac1Q\sum_N(N-\bar N)\delta_N,\\
\frac A2&=\gamma_s+\frac12\sum_N\left[\frac1M-
\frac{\bar N(N-\bar N)}{Q}\right]\delta_N .
\label{eq:fit}
\end{align}
The individual values $(F_N-Ne_{\rm fit})/2$ average to $A/2$ over the window, since their mean is $(\bar F-\bar Ne_{\rm fit})/2$.

For $N=12$ to 24, $M=13$, $\bar N=18$ and $Q=182$. The fitted bulk energy is 0.055 meV above $e_s$. A drift of $-0.055/2\approx-0.03$ meV per layer remains, about one hundredth of the original one. It is visible in the last column when the slope is used far outside the window, at $N=60$.

Half the intercept is 167.8 meV, which is 0.6 meV or 0.3\% below $\gamma_s$. The thinnest slabs cause most of this error. From (\ref{eq:drift}), $\delta_{12}/2=-1.23$ meV and $\delta_{13}/2=+0.62$ meV. Their weights in (\ref{eq:fit}) are $1/13+18\times6/182=0.67$ and $1/13+18\times5/182=0.57$, so they contribute $-0.83$ and $+0.36$ meV. Moving the window to thicker slabs removes the error: a fit over $N=40$ to 60 agrees with $\gamma_s$ within the test tolerance of 0.01 meV.

\section{Third contribution: noise}

Suppose each $F_N$ carries an independent error of standard deviation $s$. Collecting coefficients in the increment gives $\gamma_N^{\rm B}=\frac12[NF_{N-1}-(N-1)F_N]$, hence
\begin{equation}
\sigma_{\rm B}=\frac s2\sqrt{N^2+(N-1)^2}.
\end{equation}
In the fit, the errors of $\bar F$ and $e_{\rm fit}$ are uncorrelated because their coefficient vectors, $1/M$ and $(N-\bar N)/Q$, are orthogonal. Their variances are $s^2/M$ and $s^2/Q$, so
\begin{equation}
\sigma_{\rm fit}=\frac s2\sqrt{\frac1M+\frac{\bar N^2}{Q}}.
\end{equation}
With $s=1$ meV the increment at $N=24$ has an error of $\frac12\sqrt{24^2+23^2}=16.6$ meV. The fit has $\frac12\sqrt{1/13+18^2/182}=0.68$ meV. Random sampling confirms both formulas within 3\%. The fit gains because a long range of thickness fixes the slope, whereas the increment uses a lever arm of one layer. Errors shared by all layers are not independent noise; they are absorbed in $e_s$.

\section{Two limits that test the cures}

\subsection{Zero temperature}

Take a single half-filled chain with $\varepsilon_\parallel=0$ at $T=0$, and let $x=\pi/[2(N+1)]$. If $J$ levels below zero are doubly occupied,
\begin{equation}
E_N=-4t\sum_{j=1}^{J}\cos(2xj)
=2t-2t\,\frac{\sin[(2J+1)x]}{\sin x}.
\end{equation}
For even $N$, $J=N/2$ and the numerator is $\sin(\pi/2)=1$. For odd $N$, $J=(N-1)/2$ and it is $\sin(\pi/2-x)=\cos x$; the remaining electron sits at zero energy. With $1/\sin x\simeq1/x+x/6$, $\cot x\simeq1/x-x/3$ and $2t/x=4t(N+1)/\pi$,
\begin{equation}
E_N\simeq-\frac{4t}{\pi}N+\left(2t-\frac{4t}{\pi}\right)+
\begin{cases}-tx/3,&N\ {\rm even},\\ +2tx/3,&N\ {\rm odd}.\end{cases}
\end{equation}
The energy per end is $t-2t/\pi=0.363$ eV. Although $\delta_N$ vanishes as $1/N$, for large even $N$ the error in (\ref{eq:boett}) tends to
\begin{equation}
\frac N2\left(\frac{2tx}{3}+\frac{tx}{3}\right)=\frac{Ntx}{2}
\longrightarrow\frac{\pi t}{4},
\end{equation}
and for odd $N$ to $-\pi t/4$. The increment gives 1.15 eV at $N=400$ and $-0.42$ eV at $N=401$. More layers do not help.

The fit does converge if its window runs from $L$ to $2L$. There $|\delta_N|\le c/L$ for some constant $c$, $|N-\bar N|\le L/2$ and $Q\approx L^3/12$. The slope error is then at most of order $1/L^2$, and multiplication by $\bar N=3L/2$ leaves order $1/L$. The fits give 0.370 eV for $L=20$ and 0.364 eV for $L=200$.

\subsection{Fixed electron number away from half filling}

Let each slab hold $nN$ electrons per in-plane cell, now with $n\ne1$. At nonzero temperature and large $N$, $\Omega_N(\mu)=N\omega(\mu)+S(\mu)$ up to exponentially small terms, where $\omega$ is the bulk grand potential per layer and $S$ that of both surfaces. The free energy is the maximum of $\Omega_N+\mu nN$ over $\mu$. Expand about the bulk value $\mu_b$, where $\omega'=-n$, with $u=\mu-\mu_b$ and $D=-\omega''=dn/d\mu$:
\begin{equation}
F_N\simeq\max_u\left[Nf+S+S'u-\tfrac12NDu^2\right]
=Nf+S+\frac{S'^2}{2ND}.
\end{equation}
Here $f=\omega(\mu_b)+n\mu_b$, and the maximum lies at $u=S'/(ND)$. At $\mu_b$ the surfaces would hold $-S'$ extra electrons; fixing the total number forces a shift of $\mu$ that costs $a/N$ with $a=S'^2/(2D)$. At half filling $S'=0$, since the slab holds $N$ electrons at $\mu=0$.

A matched bulk reference then has an error $a/(2N)$ in $\gamma$. The increment has
\begin{equation}
\frac a2\left[\frac N{N-1}-\frac{N-1}N\right]
=\frac a2\,\frac{2N-1}{N(N-1)}\simeq\frac aN ,
\end{equation}
twice as much, but still vanishing because this tail is smooth in $N$. For 0.2 electrons per site on a $16\times16$ mesh, $a=21.4$ meV both from the formula and from the slab energies. Denser meshes lower it by about 0.3 meV. The fit is not spared by this tail: inserting $\delta_N=a/N$ in (\ref{eq:fit}) for a window from $L$ to $2L$ gives an error of about $0.70a/L$, against $a/(2L)$ for the increment and $a/(4L)$ for a matched reference at $N=2L$. The value of $a$ belongs to a model without Coulomb forces, which would act on the surface charge.

\section{What remains, and the weights}

The fourth contribution is the in-plane error of $\gamma_s$ itself. Equation (\ref{eq:gs}) on the $48\times48$ mesh gives 172.1 meV, so the $6\times6$ value is 3.7 meV, or 2.2\%, too low. Both are free energies at $k_BT=0.1$ eV; at $k_BT=0.025$ eV the dense-mesh value is about 0.5 meV higher. A matched reference, the increment and the fit all converge to the $6\times6$ value here. Absence of drift in slabs thick enough for $\delta_N$ to be negligible shows that the bulk energies match, not that the mesh is sufficient; only a change of the in-plane mesh reveals this error.

For the half-filled slab with $N=24$, the contributions to the error of $\gamma$, in meV per cell, are:
\begin{center}
\begin{tabular}{lr}
bulk mismatch, separate reference & $-75.1$\\
finite thickness, matched reference & $-0.03$\\
finite thickness, Boettger & $+1.5$\\
finite thickness, half intercept of fit & $-0.6$\\
in-plane sampling of $\gamma_s$ & $-3.7$
\end{tabular}
\end{center}
Once the mismatch is gone, the in-plane mesh matters most at this thickness, unless the increment is applied to noisy energies. A matched bulk cell with converged $k_z$ has the smallest finite-thickness error here, but every other setting must match as well. The fit needs no such cell and tolerates noise, at the cost of several thick slabs; it averages out oscillating errors but not a smooth tail such as $a/N$. The increment needs two slabs. With at least one more, its scatter between successive $N$ exposes noise and finite-thickness errors that oscillate with $N$; a smooth tail such as $a/N$ changes the result by only about $a/N^2$ from one $N$ to the next and is easily missed unless $N$ is changed substantially. On the $6\times6$ mesh, $\gamma_s=168.4$ meV per cell corresponds to 0.300 J/m$^2$. The main values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
hopping t = 1.0 eV, kT = 0.1 eV
lattice constant = 3.0 angstrom
slab in-plane mesh = 6 x 6
separate bulk mesh = 12 x 12 x 12
dense in-plane mesh = 48 x 48
k_z points for converged bulk = 400
e_s, slab in-plane mesh, k_z converged = -2.011990 eV/layer
e_ref, separate bulk mesh = -2.005731 eV/layer
bulk energy, 6x6x6 mesh = -2.015406 eV/layer
bulk energy, dense mesh = -2.009533 eV/layer
predicted drift = -3.1295 meV/layer
drift seen, N = 50 to 60 = -3.1295 meV/layer
drift with 6x6x6 bulk = 1.7082 meV/layer
slowest decay factor per layer = 0.7313
Surface energies in meV per surface cell:
  N   separate bulk   Boettger   fitted slope
  4       140.755      260.575      153.162
  8       141.886      209.616      166.702
 12       129.587      204.764      166.811
 13       128.313      144.877      168.638
 16       118.010      177.076      167.641
 20       105.728      171.459      167.768
 23        96.433      166.559      167.778
 24        93.239      169.900      167.686
 40        43.194      168.387      167.272
 60       -19.396      168.374      166.721
fit window: N = 12 to 24
fitted bulk energy = -2.011935 eV/layer
half intercept of fit = 167.817 meV/cell
gamma_s from bulk formula = 168.374 meV/cell
gamma_s = 0.2997 J/m^2
gamma, dense in-plane mesh = 172.113 meV/cell
in-plane error of gamma_s = -3.739 meV/cell
largest Boettger error in window = 36.390 meV/cell
assumed noise per slab energy = 1.0 meV
noise in Boettger gamma, N = 24: 16.62 meV/cell
noise in half intercept = 0.68 meV/cell
Half-filled chain, zero temperature, energy per end:
  exact limit = 0.3634 eV
  Boettger, N = 400: 1.1475 eV
  Boettger, N = 401: -0.4194 eV
  fit, N = 20 to 40: 0.3695 eV
  fit, N = 200 to 400: 0.3643 eV
Tail test: 0.2 electrons/site, 16 x 16 mesh
  predicted a = 21.359 meV
  a from slab energies = 21.359 meV
  N times Boettger error, N = 400: 21.381 meV
\end{verbatim}
